# Mie frequency and spill-out red shift of a jellium sphere from moments

## Question

I am trying to get the dipole plasmon of a jellium sphere from sum rules. The positive background has constant density $n_0$ up to a sharp edge at radius $R$ and is zero outside. I was told that the ratio of the $\omega^3$ moment to the $\omega^1$ moment of the dipole strength gives the Mie frequency $\omega_p/\sqrt3$, and that electrons spilling out over the edge shift it to the red.

I can get the first moment, but three things stop me. The third moment contains second derivatives of the background potential, and I don't know whether the sharp edge produces a delta function there. I don't see where the spill-out enters. And I don't know whether the result survives in time-dependent density functional theory with an approximate functional, or whether it tells me where the absorption peak is. Could someone go through it?

## Answer

I use Hartree atomic units, so $\omega_p^2=4\pi n_0$. Let $N$ electrons be in a nondegenerate ground state $|0\rangle$ with spherical density $n(r)$, as in a closed-shell sphere. The Hamiltonian is

$$H=\sum_i\left[\tfrac12 p_i^2+V_+(\mathbf r_i)\right]+\sum_{i<j}\frac1{|\mathbf r_i-\mathbf r_j|},\qquad \nabla^2V_+=4\pi n_+ ,$$

where $n_+$ is the background density and $V_+$ the potential energy of an electron in its field. The sign in Poisson's equation is positive because the electron charge is $-1$. With $Z=\sum_i z_i$, $P=\sum_i p_{z,i}$ and excitation energies $\omega_n=E_n-E_0$, define

$$m_k=\sum_n\omega_n^k\,|\langle n|Z|0\rangle|^2,\qquad \omega_3=\sqrt{m_3/m_1}.$$

If a single line carries all the strength, $\omega_3$ is its frequency. Otherwise it is an average, to which I return below.

### The first moment

$V_+$ and the repulsion commute with $Z$. From $[p_z^2/2,z]=-ip_z$ we get $[H,Z]=-iP$, and therefore

$$[Z,[H,Z]]=-i[Z,P]=-i(iN)=N .$$

Written out in the ground state, the same double commutator is

$$\langle 2ZHZ-Z^2H-HZ^2\rangle=2\langle Z(H-E_0)Z\rangle=2m_1 .$$

The last equality follows on inserting a complete set of states. Hence $m_1=N/2$.

### The third moment

Take the matrix element of $[H,Z]=-iP$ between $\langle n|$ and $|0\rangle$:

$$\omega_n\langle n|Z|0\rangle=-i\langle n|P|0\rangle .$$

So $\omega_n^2|\langle n|Z|0\rangle|^2=|\langle n|P|0\rangle|^2$, and two of the three powers of $\omega_n$ can be absorbed:

$$m_3=\sum_n\omega_n|\langle n|P|0\rangle|^2=\tfrac12\langle[P,[H,P]]\rangle .$$

The last step is the one used for $m_1$, with $P$ in place of $Z$.

The kinetic energy commutes with $P$. So does the repulsion, because it depends on coordinate differences and does not change when all electrons move together. What remains is the background. With $[f,p_z]=i\,\partial_zf$ and $[p_z,f]=-i\,\partial_zf$,

$$[H,P]=i\sum_i\partial_zV_+(\mathbf r_i),\qquad [P,[H,P]]=\sum_i\partial_z^2V_+(\mathbf r_i),$$

$$m_3=\tfrac12\int n\,\partial_z^2V_+\,d^3r .$$

**The edge.** Let $N_+=4\pi R^3n_0/3$ be the background charge. Then

$$V_+=-\frac{N_+(3R^2-r^2)}{2R^3}\ (r<R),\qquad V_+=-\frac{N_+}{r}\ (r>R).$$

The slope is $N_+r/R^3$ inside and $N_+/r^2$ outside. Both equal $N_+/R^2$ at $r=R$. The slope is continuous, so the second derivatives jump but contain no delta function. A delta function would need a surface charge, and a step in volume density is not one.

Since $n$ is spherical, $\partial_x^2$, $\partial_y^2$ and $\partial_z^2$ give equal integrals, and each may be replaced by $\nabla^2/3$:

$$m_3=\tfrac16\int n\,\nabla^2V_+\,d^3r=\frac{2\pi}{3}\int n\,n_+\,d^3r=\frac{2\pi n_0}{3}N_{\rm in}=\frac{\omega_p^2}{6}N_{\rm in}.$$

Here $N_{\rm in}$ is the number of electrons inside $R$. This is where the spill-out enters: $m_3$ counts the electrons that overlap the background, while $m_1$ counts all of them.

### The ratio

With $N_{\rm out}=N-N_{\rm in}$, division by $m_1=N/2$ gives

$$\boxed{\;\omega_3^2=\frac{m_3}{m_1}=\frac{\omega_p^2}{3}\left(1-\frac{N_{\rm out}}{N}\right)\;}$$

For $N_{\rm out}=0$ this is the Mie value $\omega_M=\omega_p/\sqrt3$. For a small spilled fraction, $\sqrt{1-x}\approx1-x/2$ gives

$$\omega_3\approx\omega_M\left(1-\frac{N_{\rm out}}{2N}\right).$$

The mechanical meaning is simple. Shift the electron density rigidly by $d$ along $z$. Its energy in the background is $\int n(\mathbf r)V_+(\mathbf r+d\hat{\mathbf z})\,d^3r$, whose second derivative at $d=0$ is the spring constant $k=\int n\,\partial_z^2V_+\,d^3r=2m_3$. The moving mass is $N=2m_1$, so $\omega_3^2=k/N$. Spilled electrons add mass but, after angular averaging, no stiffness.

A quantum density cannot follow the step, so $N_{\rm out}=0$ is a limit. If $\sigma$ electrons per unit area spill out, then $N_{\rm out}\approx4\pi R^2\sigma$ and $N_{\rm out}/N\approx3\sigma/(n_0R)$ for a neutral sphere. When $\sigma$ settles to the value of a flat surface, the shift of $\omega_3$ falls as $1/R$.

### Does it hold in TDDFT?

The exact functional reproduces the exact density response, and with it both moments. For the adiabatic LDA, give the system a weak kick $\kappa Z\,\delta(t)$. To first order the state becomes $(1-i\kappa Z)|0\rangle$, and, since $\langle0|Z|0\rangle=0$,

$$\langle Z\rangle(t)=-2\kappa\sum_n|\langle n|Z|0\rangle|^2\sin\omega_nt .$$

The first and third time derivatives at $t=0^+$ are therefore $-2\kappa m_1$ and $+2\kappa m_3$. In linear-response TDDFT these relations define the moments through the calculated frequencies and strengths.

In the Kohn–Sham system the kick multiplies each orbital by $e^{-i\kappa z}$. The density is unchanged and every electron gains velocity $-\kappa$. Thus $-2\kappa m_1=-\kappa N$, which is the first sum rule again. Afterwards

$$\frac{d^2\langle Z\rangle}{dt^2}=-\int n(\mathbf r,t)\,\partial_z\left(V_++v_H+v_{xc}\right)d^3r .$$

The Hartree force vanishes because the pair forces cancel. The LDA force vanishes because $n\,\partial_zv_{xc}(n)=n\,v_{xc}'(n)\,\partial_zn$ is the $z$-derivative of a function of $n$, which integrates to zero for a finite system. The continuity equation gives $\delta n=\kappa t\,\partial_zn$ at first order in $t$, so

$$\frac{d^2\langle Z\rangle}{dt^2}=-\kappa t\int\partial_zn\,\partial_zV_+\,d^3r=\kappa t\int n\,\partial_z^2V_+\,d^3r .$$

One more time derivative, set equal to $2\kappa m_3$, returns the formula found above, now with the LDA density.

The kernel must belong to the ground state. The linearized exchange-correlation force is

$$-\int\left[\delta n\,\partial_zv_{xc}+n\,\partial_z(f_{xc}\,\delta n)\right]d^3r .$$

Integrating the second term by parts turns it into $+\int f_{xc}\,\partial_zn\,\delta n\,d^3r$. With $f_{xc}=dv_{xc}/dn$ this is $+\int\delta n\,\partial_zv_{xc}\,d^3r$ and cancels the first. If $f_{xc}$ is dropped but the LDA ground state is kept, the first term survives. It changes $2m_3$ by $-\int v_{xc}'(n)(\partial_zn)^2d^3r$, which is positive because $v_{xc}'<0$ in the LDA used below. The frequency $\omega_3$ then comes out too high.

### Is $\omega_3$ the peak position?

Not in general. Let $w_n=\omega_n|\langle n|Z|0\rangle|^2/m_1$. These weights are non-negative and sum to one, and

$$\omega_3^2=\sum_nw_n\omega_n^2,\qquad \frac{m_{-1}}{m_1}=\sum_nw_n\omega_n^{-2}.$$

An average cannot lie below its smallest member, so the lowest dipole-active excitation is at or below $\omega_3$. The Cauchy–Schwarz inequality gives

$$1=\left(\sum_nw_n\,\omega_n\,\omega_n^{-1}\right)^2\le\omega_3^2\,\frac{m_{-1}}{m_1},$$

hence $\sqrt{m_1/m_{-1}}\le\omega_3$. Equality requires all the strength at one frequency.

### Numbers for a model sphere

Take $r_s=4$ bohr, with $n_0=3/(4\pi r_s^3)$. Then $\omega_M=r_s^{-3/2}=0.125$ hartree, or 3.401 eV. Self-consistent LDA (Dirac exchange, Wigner correlation) for neutral closed-shell spheres gives:

| $N$ | $R$ (bohr) | $N_{\rm out}/N$ | $\omega_3$ (hartree) |
|---|---|---|---|
| 8 | 8.00 | 0.190 | 0.1125 |
| 20 | 10.86 | 0.149 | 0.1153 |
| 40 | 13.68 | 0.124 | 0.1170 |
| 92 | 18.06 | 0.086 | 0.1195 |

For $N=20$, $N_{\rm out}=2.974$ and

$$\omega_3=0.125\sqrt{1-2.974/20}=0.1153\ \text{hartree}=3.138\ \text{eV}.$$

The shift is $-0.263$ eV; the first-order formula gives $-0.253$ eV. The product $RN_{\rm out}/N$ stays between 1.52 and 1.70 bohr while $R$ more than doubles, so the $1/R$ law holds roughly at these sizes.

The numerical check also obtains $\omega_3$ from the full adiabatic-LDA dipole spectrum. It agrees with the density formula to about 2 parts in $10^5$ for all four spheres. With $f_{xc}$ omitted, the $N=20$ value rises to 0.1240 hartree. Its closeness to $\omega_M$ is no sign that the spill-out is harmless: the ground-state density is the same, and the sum rule is broken.

The spectrum for $N=20$ is not a single line. The strongest one converges slowly with the computational box: it lies at 0.0985 hartree with a share 0.56 of $m_1$ when the wall is 15 bohr beyond $R$, at 0.0977 hartree with 0.50 for 19 bohr, and it settles near 0.097 hartree with about 0.45 for 35 bohr and more. About 80% of $m_1$ lies below $\omega_M$, and $\sqrt{m_1/m_{-1}}=0.107$ hartree. The strongest line is thus about 0.028 hartree below $\omega_M$, whereas $\omega_3$ is 0.010 hartree below it. The line is also sensitive to the functional. With Chachiyo's LDA correlation in place of Wigner's, it moves to 0.095 hartree with a share of 0.31, and a second line at 0.105 hartree carries 0.30. Meanwhile $\omega_3$ changes only to 0.1154 hartree and $\sqrt{m_1/m_{-1}}$ stays at 0.107 hartree. The factor $\sqrt{1-N_{\rm out}/N}$ gives the shift of the average and should not be used to predict the peak.

### Is spill-out really the cause?

Where $r<R$, $\partial_zV_+=N_+z/R^3=\omega_M^2z$. If the electrons stay there during the motion, the force equation becomes

$$\frac{d^2\langle Z\rangle}{dt^2}=-\omega_M^2\langle Z\rangle .$$

All the dipole strength then sits at $\omega_M$, whatever the kinetic energy and the repulsion. Outside $R$ the pull $N_+/r^2$ is weaker than the continued linear force $N_+r/R^3$. Electrons there soften the motion and also allow the strength to split.

This can be tested by keeping $n_0$ and enlarging the background. With 8 electrons in a sphere of charge 60 ($R=15.66$ bohr), the spilled fraction is $3.5\times10^{-8}$. The calculated spectrum has one line, at 0.1250 hartree, with a share of $m_1$ equal to 1.000. The neutral 8-electron sphere, with the same $n_0$ and functional but 19% of its electrons outside, has $\omega_3=0.1125$ hartree. This conclusion holds for the jellium model with its local background potential. In real clusters, ionic structure, nonlocal pseudopotentials and polarizable cores also change the moments, and the boxed formula does not include them.

## Computed results

```
background r_s = 4.0 bohr, n0 = 0.003730 bohr^-3
omega_p = 0.21651 hartree
omega_Mie = 0.12500 hartree = 3.401 eV
two-electron model, m3 in atomic units:
  from spectrum 0.571016, from curvature 0.570989
N = 8: R = 8.000 bohr, N_out = 1.5165
  N_out/N = 0.18956, R*N_out/N = 1.517 bohr
  m1 = 4.00000 bohr^2 hartree (N/2 = 4.0)
  omega_3 from density  = 0.112530 hartree
  omega_3 from spectrum = 0.112531 hartree
N = 20: R = 10.858 bohr, N_out = 2.9744
  N_out/N = 0.14872, R*N_out/N = 1.615 bohr
  m1 = 10.00000 bohr^2 hartree (N/2 = 10.0)
  omega_3 from density  = 0.115331 hartree
  omega_3 from spectrum = 0.115333 hartree
N = 40: R = 13.680 bohr, N_out = 4.9757
  N_out/N = 0.12439, R*N_out/N = 1.702 bohr
  m1 = 20.00000 bohr^2 hartree (N/2 = 20.0)
  omega_3 from density  = 0.116967 hartree
  omega_3 from spectrum = 0.116969 hartree
N = 92: R = 18.057 bohr, N_out = 7.9524
  N_out/N = 0.08644, R*N_out/N = 1.561 bohr
  m1 = 46.00000 bohr^2 hartree (N/2 = 46.0)
  omega_3 from density  = 0.119475 hartree
  omega_3 from spectrum = 0.119477 hartree
N = 20 in detail:
  spring constant by displacement = 0.26577 hartree/bohr^2
  omega_Mie^2 * N_in = 0.26603 hartree/bohr^2
  omega_3 = 3.138 eV, shift = -0.263 eV
  first-order shift = -0.253 eV
  minus highest occupied level = 0.10578 hartree
  box R+15 bohr: strongest line 0.09853 hartree,
    its share of m1 0.563
    sqrt(m1/m_-1) = 0.10694 hartree
    share of m1 below omega_Mie = 0.809
  box R+19 bohr: strongest line 0.09770 hartree,
    its share of m1 0.495
    sqrt(m1/m_-1) = 0.10692 hartree
    share of m1 below omega_Mie = 0.797
  omega_3 with f_xc omitted = 0.12404 hartree
control: 8 electrons, background charge 60, R = 15.659 bohr
  N_out/N = 3.5e-08
  strongest line = 0.125000 hartree, share 1.00000
```
